# Cooling of a Slow Electron by Recoil of Free Carbon Atoms: a program that tests the result

```python
"""Recoil cooling of an electron by free carbon atoms at rest.

Result under test: for scattering isotropic in the centre-of-mass frame,
the mean energy after n events is E0*(1-delta)**n, delta = 2A/(1+A)**2,
where A = atom mass / electron mass. A factor e therefore needs
n_e = -1/log(1-delta) events, about eleven thousand for carbon-12.
Mean free path is the mean distance between events. Vibrational, thermal,
field, composition and trapping effects are sized separately.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
nodes, weights = np.polynomial.legendre.leggauss(24)
weights = weights / 2


def mean_loss_fraction(A):
    return 2 * A / (1 + A)**2


def events_for_e(delta):
    return -1 / math.log1p(-delta)


def kept_at_lab_angle(cos_lab, A):
    """Solve momentum and energy conservation in the laboratory."""
    def energy_error(u):
        return u*u + (1 - 2*u*cos_lab + u*u) / A - 1
    return brentq(energy_error, 0, 1, xtol=1e-15, rtol=1e-15)**2


def kept_at_cm_angle(cos_cm, A):
    cos_lab = (cos_cm + 1/A) / math.sqrt(1 + 2*cos_cm/A + 1/A**2)
    return kept_at_lab_angle(cos_lab, A)


def follow_electrons(A, events, number):
    """Unit initial speed and unit mean free path, full 3D vectors."""
    velocity = np.zeros((number, 3))
    velocity[:, 2] = 1
    position = np.zeros((number, 3))
    elapsed = np.zeros(number)
    for _ in range(events):
        speed = np.sqrt(np.einsum('ij,ij->i', velocity, velocity))
        flight = rng.exponential(size=number) / speed
        position += velocity * flight[:, None]
        elapsed += flight
        direction = rng.normal(size=(number, 3))
        length = np.sqrt(np.einsum('ij,ij->i', direction, direction))
        direction *= (A * speed / length)[:, None]
        velocity = (velocity + direction) / (A + 1)
    energy = np.einsum('ij,ij->i', velocity, velocity)
    square_distance = np.einsum('ij,ij->i', position, position)
    return energy, square_distance, elapsed


# Inputs: masses and rough round resist parameters
A_C = 12 * const.atomic_mass / const.m_e
A_H = (const.m_p + const.m_e) / const.m_e
A_O = 15.995 * const.atomic_mass / const.m_e
E0 = 3.0             # eV
path_nm = 1.0
temperature = 300.0  # K
field_MV_cm = 0.1
quantum = 0.1        # eV
p_vib = 0.1
p_trap = 0.001
mean_cos = 0.3

# Single collision: conservation laws against the derived formula
for A in (3.0, A_H, A_C):
    delta_A = mean_loss_fraction(A)
    kept = np.array([kept_at_cm_angle(c, A) for c in nodes])
    assert np.allclose(1-kept, delta_A*(1-nodes), rtol=1e-7, atol=1e-13)
    assert math.isclose(weights @ (1-kept), delta_A, rel_tol=1e-8)
    second = (1-delta_A)**2 + delta_A**2/3
    assert math.isclose(weights @ kept**2, second, rel_tol=1e-12)
kept_C = kept  # last case of the loop is carbon
delta = mean_loss_fraction(A_C)
n_e = events_for_e(delta)
n_whole = math.ceil(n_e)
n_log = -1 / (weights @ np.log(kept_C))
kept_lab = np.array([kept_at_lab_angle(c, A_C) for c in nodes])
n_lab = events_for_e(weights @ (1-kept_lab))
assert abs(n_e - (A_C/2 + 0.5)) < 1e-3
assert abs(n_log - n_e) < 1 and abs(n_lab - n_e) < 1
mean_energy, count = 1.0, 0
while mean_energy > math.exp(-1):
    mean_energy *= weights @ kept_C
    count += 1
assert count == n_whole
assert 10500 < n_e < 11500

# Repeated collisions: light target, where mean and typical energy differ
light, _, _ = follow_electrons(3.0, 5, 400000)
assert math.isclose(light.mean(), (1-mean_loss_fraction(3.0))**5,
                    rel_tol=0.01)  # about seven standard errors

# Repeated collisions with carbon: energy, spread, distance and time
energy, distance2, elapsed = follow_electrons(A_C, n_whole, 1500)
spread = math.sqrt(math.expm1(n_e*math.log1p(delta**2/(3*(1-delta)**2))))
time_factor = 2 / delta * (math.sqrt(math.e)-1)
assert math.isclose(energy.mean(), math.exp(-1), rel_tol=8e-4)
assert math.isclose(energy.std()/energy.mean(), spread, rel_tol=0.10)
assert math.isclose(spread, math.sqrt(delta/3), rel_tol=1e-3)
assert math.isclose(distance2.mean(), 2*n_e, rel_tol=0.10)
assert math.isclose(elapsed.mean(), time_factor, rel_tol=3e-3)

# Forward-biased scattering
bias = weights * (1 + 3*mean_cos*nodes)
n_forward = events_for_e(delta*(1-mean_cos))
assert math.isclose(bias @ (1-kept_C), delta*(1-mean_cos), rel_tol=1e-7)

# Warm atoms at constant collision rate, tested for a light target
number, A, kT_test = 1000000, 3.0, 0.1
atom = rng.normal(scale=math.sqrt(kT_test/A), size=(number, 3))
electron = np.array([0.0, 0.0, 1.0])
relative = np.linalg.norm(electron-atom, axis=1)
direction = rng.normal(size=(number, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
after = (electron + A*atom + A*relative[:, None]*direction) / (1+A)
change = 0.5*np.mean(np.sum(after**2, axis=1)) - 0.5
assert abs(change + mean_loss_fraction(A)*(0.5-1.5*kT_test)) < 1.5e-3
atom_energy = 1.5*const.k*temperature/const.e
E1 = E0 / math.e
n_warm = n_e*math.log((E0-atom_energy)/(E1-atom_energy))

# Field heating at constant mean free path: exact paths, weak field
acceleration = 1e-3
path_nodes, path_weights = np.polynomial.laguerre.laggauss(12)


def travelled(t, c):
    times = t*(nodes+1)/2
    speed2 = 1 + 2*acceleration*c*times + (acceleration*times)**2
    return t * (weights @ np.sqrt(speed2))


gain_test = 0.0
for c, wc in zip(nodes, weights):
    for s, ws in zip(path_nodes, path_weights):
        t = brentq(lambda x: travelled(x, c)-s, 0, 2*s+1, xtol=1e-13)
        gain_test += wc*ws*acceleration*(c*t + acceleration*t*t/2)
assert math.isclose(gain_test, acceleration**2/(3*0.5), rel_tol=0.01)
field_energy = field_MV_cm*0.1*path_nm  # eV; 1 MV/cm is 0.1 V/nm
gain_start = field_energy**2/(3*E0)
gain_end = field_energy**2/(3*E1)
balance_field = E1*math.sqrt(3*delta)/path_nm*10  # MV/cm

# Bound atom: oscillator units, momentum kick one, recoil energy one half
lower = np.diag(np.sqrt(np.arange(1, 60)), 1)
coordinate = (lower + lower.T)/math.sqrt(2)
kicked = expm(1j*coordinate)[:, 0]
assert math.isclose(np.arange(60) @ abs(kicked)**2, 0.5, rel_tol=1e-9)
recoil_chance = delta*E0/quantum

# Additional vibrational excitation: simulation against mean recursion
offset = p_vib*quantum/delta
n_vib = n_e*math.log((E0+offset)/(E1+offset))
sample = np.full(20000, E0)
for _ in range(round(n_vib)):
    sample *= 1-delta*(1-rng.uniform(-1, 1, sample.size))
    sample -= quantum*(rng.random(sample.size) < p_vib)
low_fraction = np.mean(sample < quantum)
assert abs(sample.mean()-E1) < 0.02  # one event plus sampling noise
assert low_fraction < 0.02

# Composition, trapping and wavelength
delta_mix = (5*delta + 8*mean_loss_fraction(A_H)
             + 2*mean_loss_fraction(A_O))/15
n_mix = events_for_e(delta_mix)
survive_recoil = (1-p_trap)**n_e
survive_vib = (1-p_trap)**n_vib
v0 = math.sqrt(2*E0*const.e/const.m_e)
wave_start = const.h/(const.m_e*v0)*1e9
wave_end = wave_start*math.sqrt(math.e)
time_ps = path_nm*1e-9/v0*time_factor*1e12


def show(label, value, unit='', form='.4g'):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show('Carbon-12 / electron mass ratio', A_C, form='.2f')
show('Mean fractional loss per event', delta, form='.5e')
show('Events for factor e in mean energy', n_e, form='.2f')
show('First whole event at or below 1/e', n_whole, form='d')
show('Large-mass estimate A/2 + 1/2', A_C/2+0.5, form='.2f')
show('Events from mean logarithm', n_log, form='.2f')
show('Events if isotropic in laboratory', n_lab, form='.2f')
show('Relative energy spread after n_e', 100*spread, '%', '.3f')
show('Simulated mean energy / initial', energy.mean(), form='.5f')
show('Exact target ratio 1/e', math.exp(-1), form='.5f')
show('Initial energy', E0, 'eV')
show('Final mean energy', E1, 'eV')
show('Mean recoil loss in first event', 1000*delta*E0, 'meV')
show('Maximum recoil loss in first event', 2000*delta*E0, 'meV')
show('Mean free path (rough)', path_nm, 'nm')
show('Initial electron speed', v0, 'm/s')
show('Total path for recoil cooling', n_e*path_nm, 'nm', '.0f')
show('RMS displacement for recoil cooling',
     path_nm*math.sqrt(2*n_e), 'nm')
show('Recoil cooling time', time_ps, 'ps')
show('Mean cosine, forward-biased case', mean_cos)
show('Events, forward-biased case', n_forward, form='.0f')
show('Temperature', temperature, 'K')
show('Mean thermal atom energy', atom_energy, 'eV')
show('Events with warm atoms', n_warm, form='.0f')
show('Electric field (rough)', field_MV_cm, 'MV/cm')
show('Field gain per flight at start', 1000*gain_start, 'meV')
show('Field gain per flight at end', 1000*gain_end, 'meV')
show('Mean recoil loss per event at end', 1000*delta*E1, 'meV')
show('Field balancing recoil loss at end', balance_field, 'MV/cm')
show('Vibrational quantum (rough)', quantum, 'eV')
show('Bound-atom mean quanta per event', recoil_chance)
show('Additional excitation probability', p_vib)
show('Mean vibrational loss per event', 1000*p_vib*quantum, 'meV')
show('Events with vibrational loss', n_vib, form='.1f')
show('RMS displacement with vibrations',
     path_nm*math.sqrt(2*n_vib), 'nm')
show('Electrons below one quantum at end', 100*low_fraction, '%')
show('Events for C5H8O2, equal atom chance', n_mix, form='.0f')
show('Trapping probability per event', p_trap)
show('Untrapped after recoil cooling', survive_recoil, form='.3e')
show('Untrapped after vibrational cooling', survive_vib)
show('Electron wavelength at start', wave_start, 'nm')
show('Electron wavelength at end', wave_end, 'nm')
print('all good')
```

It prints:

```
Carbon-12 / electron mass ratio: 21874.66
Mean fractional loss per event: 9.14216e-05
Events for factor e in mean energy: 10937.83
First whole event at or below 1/e: 10938
Large-mass estimate A/2 + 1/2: 10937.83
Events from mean logarithm: 10937.66
Events if isotropic in laboratory: 10937.50
Relative energy spread after n_e: 0.552 %
Simulated mean energy / initial: 0.36778
Exact target ratio 1/e: 0.36788
Initial energy: 3 eV
Final mean energy: 1.104 eV
Mean recoil loss in first event: 0.2743 meV
Maximum recoil loss in first event: 0.5485 meV
Mean free path (rough): 1 nm
Initial electron speed: 1.027e+06 m/s
Total path for recoil cooling: 10938 nm
RMS displacement for recoil cooling: 147.9 nm
Recoil cooling time: 13.82 ps
Mean cosine, forward-biased case: 0.3
Events, forward-biased case: 15626
Temperature: 300 K
Mean thermal atom energy: 0.03878 eV
Events with warm atoms: 11187
Electric field (rough): 0.1 MV/cm
Field gain per flight at start: 0.01111 meV
Field gain per flight at end: 0.0302 meV
Mean recoil loss per event at end: 0.1009 meV
Field balancing recoil loss at end: 0.1828 MV/cm
Vibrational quantum (rough): 0.1 eV
Bound-atom mean quanta per event: 0.002743
Additional excitation probability: 0.1
Mean vibrational loss per event: 10 meV
Events with vibrational loss: 186.1
RMS displacement with vibrations: 19.29 nm
Electrons below one quantum at end: 1.095 %
Events for C5H8O2, equal atom chance: 1613
Trapping probability per event: 0.001
Untrapped after recoil cooling: 1.768e-05
Untrapped after vibrational cooling: 0.8301
Electron wavelength at start: 0.7081 nm
Electron wavelength at end: 1.167 nm
all good
```
